Selecting Dirac Radial Levels by Node Number: A Pruefer-Angle Guide

**A level with a constant angle**

A radial Dirac solver in an atomic or all-electron band code can let the user select a level by angular quantum number κ and node number, within an energy window. One level shows what lies behind this setting.

Let P and Q be r times the large and small radial functions, c the speed of light, V the potential and E the energy without rest energy. In Hartree atomic units, with w = E − V,

P′ = −(κ/r)P + (w + 2c²)Q/c
Q′ = (κ/r)Q − wP/c. (1)

Here κ = −(l+1) for j = l+1/2 and κ = l for j = l−1/2, where l belongs to P.

For V = −Z/r, try P = r^γ e^(−λr) and Q = bP with constant b. Then P′/P = γ/r − λ. Equating the 1/r terms and the constants in (1) gives

γ + κ = Zb/c, b(γ − κ) = −Z/c
−λ = (E + 2c²)b/c, bλ = E/c.

The first pair multiplied together gives γ² = κ² − Z²/c². Decay needs λ > 0, so b < 0, and then γ + κ < 0. Hence κ is negative: this nodeless level has no partner at positive κ.

Dividing the first pair gives b² = (|κ|−γ)/(|κ|+γ). Eliminating λ from the second pair gives (E+2c²)b² = −E. Therefore

E₁ = −2c²b²/(1+b²) = −c²(1 − γ/|κ|). (2)

For Z = 39, Z/c = 0.284597. With κ = −1, γ = √(1 − 0.080995) = 0.95865 and E₁ = −776.56 hartree. This is the 1s level of Y³⁸⁺ with a point nucleus. The pair (P,Q) shrinks and grows but keeps its direction. The same holds for the lowest level of every negative κ, such as 2p3/2. All other levels turn that direction, and the turning counts nodes.

**The angle that the solver follows**

For any constant s > 0 define

tan θ = sP/Q, with sP = ρ sin θ and Q = ρ cos θ.

Differentiation gives θ′ = s(P′Q − PQ′)/(s²P² + Q²). From (1),

P′Q − PQ′ = −2κPQ/r + (w+2c²)Q²/c + wP²/c.

Inserting P = ρ sin θ/s and Q = ρ cos θ,

θ′ = (s/c)(w+2c²)cos²θ + w sin²θ/(cs) − (κ/r)sin 2θ. (3)

The amplitude ρ has dropped out, so exponential growth cannot overflow. The constant s changes neither zeros nor energies. Since |Q/P| is of order Z/(2c) in the 1s level, s = Z/c gives the two components comparable weight.

From here on, V is local, continuous for r > 0, negative, non-decreasing and zero at infinity. It satisfies V ≥ −Z/r with Z < c|κ|. Its core is either −Z/r plus bounded terms, or finite. Energies lie in −2c² < E < 0. If a point core admits two square-integrable solutions, the one behaving as r^(+γ) is meant.

**Why the search has one root per node number**

Let θ_out follow the solution regular at the origin and θ_in the solution decaying at infinity. Write P_E and Q_E for energy derivatives, and set W = QP_E − PQ_E. Differentiating (1) with respect to E adds Q/c to P_E′ and −P/c to Q_E′. In W′ the κ terms cancel in pairs, as do the terms in w and w+2c². What remains is

W′ = (P² + Q²)/c.

From the definition of θ, ∂θ/∂E = sW/(s²P²+Q²). For the regular solution W vanishes at the origin, because the leading ratio of the components at a point core is independent of E, and at a finite core the energy-dependent term is of higher order in r. For the decaying solution W vanishes at infinity. Thus

∂θ_out/∂E = s∫₀^r(P²+Q²)dr′ / [c(s²P²+Q²)] > 0
∂θ_in/∂E = −s∫_r^∞(P²+Q²)dr′ / [c(s²P²+Q²)] < 0.

At a matching radius r_m define D(E) = θ_out(r_m) − θ_in(r_m). D rises strictly. A bound level needs the two solutions to be proportional there, so D = mπ with integer m. At a level both solutions can be scaled to the same orbital, and subtraction gives

dD/dE = s∫₀^∞(P²+Q²)dr / [c(s²P²+Q²)] at r_m. (4)

Each value mπ is met at most once. To identify m, the angle must be known at both ends.

**The two ends**

At a point core the opening calculation gives Q/P = c(γ+κ)/Z. Since γ < |κ|, this is negative for κ < 0 and positive for κ > 0. With P > 0, the starting angle θ₀ therefore lies in (π/2,π) for κ < 0 and in (0,π/2) for κ > 0.

At a finite core, take κ < 0 and P ≈ Ar^|κ|. The second equation of (1) gives

Q ≈ −wAr^(|κ|+1)/[c(2|κ|+1)].

For κ > 0 take Q ≈ Br^κ. The first equation gives

P ≈ (w+2c²)Br^(κ+1)/[c(2κ+1)].

If w > 0 near the origin, θ starts just above π/2 for κ < 0 and just above zero for κ > 0. These are the same quadrants. A bound level does have w > 0 there, as the product PQ shows:

(PQ)′ = [(w+2c²)Q² − wP²]/c. (5)

If w ≤ 0 at all radii, PQ would rise from zero and could not return to zero at infinity.

For the outer end, u = Q/P obeys, from (1),

u′ = 2κu/r − w/c − (w+2c²)u²/c. (6)

At large r the decaying solution has u = −√(−E/(E+2c²)) and P′/P = −λ, with λ = √(−E(2+E/c²)). We choose θ_in(∞) in (π/2,π).

**Node counts**

At a node of P, sin θ = 0, and (3) gives θ′ = s(w+2c²)/c > 0. Every multiple of π is crossed upward. At a level the joined path runs from θ₀ in (0,π) to an angle between mπ+π/2 and mπ+π. It crosses π, 2π, …, mπ once each. Therefore m = n_P, the number of interior nodes of the large component.

At a node of Q, cos θ = 0 and θ′ = w/(cs), whose sign depends on the region. Let r_t be the turning radius, where w changes from positive to negative. Beyond it (5) makes PQ rise, and PQ tends to zero, so PQ is negative there and Q has no node. Inside r_t the crossings are upward. It remains to count the odd multiples of π/2 between the two ends:

- κ < 0: the path starts above π/2, so n_Q = n_P.
- κ > 0: the path starts below π/2 and crosses it as well, so n_Q = n_P + 1.

The usual label is n = n_P + l + 1. Since l = |κ|−1 for κ < 0 and l = κ for κ > 0, both cases give

n_P = n − l − 1, n_Q = n − |κ|.

The extra node has a direct meaning. The first equation of (1) can be written

(r^κ P)′ = r^κ(w+2c²)Q/c,

so nodes of Q are stationary points of r^κ P. For κ > 0 this function vanishes at the origin and at infinity, and a nodeless P still needs one extremum. For κ < 0 the function P/r^|κ| need not vanish at the origin, and no extremum is forced.

In the nonrelativistic limit w+2c² becomes 2c² and Q becomes (P′+κP/r)/(2c). Q shrinks as 1/c, but its node count stays. With s = σ/c and σ fixed, (3) becomes

θ′ = 2σ cos²θ + (w/σ)sin²θ − (κ/r)sin 2θ,

so the same search remains usable in that limit.

**Where the energy window must begin**

It must still be shown that the levels start at n_P = 0. The opening solution supplies a barrier. Let b and E₁ be its values for |κ|, and put u_b = b for κ < 0 and u_b = |b| for κ > 0, so that κu_b = |κb|. At u = u_b, equation (6) reads

u′ = [2|κb|/r + V(1+b²)/c] − [E + (E+2c²)b²]/c.

Since V ≥ −Z/r, the first bracket is at least [2|κb| − (Z/c)(1+b²)]/r. This is zero, because 1+b² = 2|κ|/(|κ|+γ), |b| = c(|κ|−γ)/Z and (|κ|−γ)(|κ|+γ) = Z²/c². The second bracket vanishes at E₁ and is negative below it. So for E < E₁ we have u′ > 0, which means θ′ < 0, whenever θ equals the barrier angle θ_b with tan θ_b = s/u_b. The barrier cannot be crossed upward.

The outward path starts below θ_b, except that for a point core with κ < 0 it starts on it. In that case δ = u − b obeys, at leading order in r, δ′ = −2γδ/r + g with g > 0. Hence r^(2γ)δ = ∫g r′^(2γ)dr′ > 0, and θ moves below the barrier at once. The inward path starts above θ_b: for κ > 0 because θ_b < π/2, and for κ < 0 because lowering E makes the outer u more negative than b. It cannot reach θ_b on the way in, since that would be an upward crossing when read outward.

So D < 0 for E < E₁. The value −π is excluded, because it would require a downward crossing of θ = 0. There is no level below E₁, and as E rises D can reach π only after 0, 2π only after π, and so on. A weak well may have few levels or none, but no node number is skipped.

A simpler safe limit follows from √(1−x²) ≥ 1−x² with x = Z/(c|κ|):

E₁ ≥ −Z²/κ² ≥ −Z².

The value −Z² lies above −2c², as required, for Z < √2 c ≈ 194. For Z = 39 the window can start at −1521 hartree. The number of levels below a trial energy is zero if D < 0. Otherwise, away from a level, it is one plus the integer part of D/π. If D at the upper limit is below n_Pπ, the requested level is not in the window.

**Y³⁸⁺: reading the mismatch**

The example is the Dirac equation for one electron and a point nucleus. Nuclear size, recoil and radiative corrections are left out. Equation (3) was integrated by a fourth-order Runge–Kutta method with 5000 equal steps in ln r between 10⁻⁶ and 3 bohr. The matching radius was 0.1001 bohr, s = Z/c, and the root was found by a bracketing search.

Values of D/π at four trial energies in hartree are:

E = −1000: −0.252 (κ = −1), −0.286 (κ = +1)
E = −400: 0.861, −0.128
E = −120: 1.701, 0.190
E = −60: 2.700, 1.226

The counts below these energies are 0, 1, 2, 3 for κ = −1 and 0, 0, 1, 2 for κ = +1. The levels found, with node numbers (n_P, n_Q), are:

1s1/2: −776.556 (0,0)
2s1/2: −195.153 (1,1)
2p1/2: −195.153 (0,1)
2p3/2: −191.097 (0,0)
3s1/2: −86.280 (2,2)
3p1/2: −86.280 (1,2)
3p3/2: −85.077 (1,1)
3d3/2: −85.077 (0,1)
3d5/2: −84.691 (0,0)

The 1s energy is about −21.1 keV. Within the model it lies 776.556 − 760.500 = 16.056 hartree below the nonrelativistic value −Z²/2.

The 2s and 2p1/2 levels share an energy, yet they answer to different requests: one node with κ = −1, none with κ = +1. For 2s the angle runs from 0.650π to 1.579π. It passes π, a node of P, and then 3π/2, a node of Q. For 2p1/2 it runs from 0.013π to 0.579π and passes π/2 alone.

The equality can be derived. Put P = r^γ e^(−λr)Σa_k r^k and Q = r^γ e^(−λr)Σb_k r^k into (1), and let u now denote the outer ratio −cλ/(E+2c²), for which E/c = λu. Equal powers of r give

(γ+k+κ)a_k − (Z/c)b_k = λ(a_(k−1) − b_(k−1)/u)
(γ+k−κ)b_k + (Z/c)a_k = λ(b_(k−1) − u a_(k−1)).

If the series ends at k = N, the right sides for k = N+1 vanish, so b_N = u a_N. At k = N the second right side is −u times the first. Equating the left sides in the same way,

(γ+N−κ)u + Z/c = −u(γ+N+κ) + (Z/c)u².

The terms in κ cancel, leaving 2u(γ+N) = (Z/c)(u²−1). With ε = 1+E/c² and u² = (1−ε)/(1+ε) this becomes

γ + N = (Z/c)ε/√(1−ε²), or ε = [1 + (Z/c)²/(N+γ)²]^(−1/2).

The energy depends on |κ| and N, not on the sign of κ. For N = 1 and |κ| = 1, ε = 0.98961, which gives −195.15 hartree for both levels.

The node radii follow from the k = 1 equation with b₁ = u a₁:

a₁/a₀ = λ[1 − b₀/(u a₀)]/(γ+1+κ−Zu/c).

Here u = −0.07227 and λ = 19.705 bohr⁻¹. For 2s, b₀/a₀ = −0.14530, so a₁/a₀ = −20.33 bohr⁻¹ and P vanishes at 0.0492 bohr. Q vanishes at −b₀/(u a₁) = 0.0989 bohr. For 2p1/2, b₀/a₀ = 6.882 and a₁/a₀ is positive, so P has no node, while Q vanishes at 0.1496 bohr. Both nodes of Q lie inside r_t = Z/|E| = 0.1998 bohr.

**Choosing the numerical settings**

Node number. Enter n−l−1, the count for P. Counting nodes of Q instead would select the wrong level for κ > 0.

Matching radius. The exact root does not depend on r_m, but the shape of D does. By (4) the slope is large where the orbital is small, and D then resembles a staircase, which suits Newton steps badly. A radius in the classically allowed region, away from the tails, is preferable. At 0.1001 bohr the slope is 0.00435 rad/hartree for 2s and 0.00327 for 2p1/2. An angle error of 10⁻⁶ rad thus shifts these energies by about 2×10⁻⁴ and 3×10⁻⁴ hartree.

Outer radius. A small error δu in the outer starting ratio obeys, from (6) at large r, δu′ = 2λδu. Integrated inward over a distance L it shrinks by e^(−2λL). The weakest-bound level above has λ ≈ 13 bohr⁻¹, so going from 3 to 1 bohr suppresses the error by roughly e^(−52), if the V and κ/r terms are neglected. With them the rate for this level is 2λ − 2γ/r and the factor is about e^(−45). Using the asymptotic ratio at a finite radius keeps D increasing, because that starting angle also falls with E. Levels close to zero energy need a larger radius.

Step size. In ln r the inward error relaxes at the rate 2λr. The classical fourth-order Runge–Kutta method is stable while rate times step is below about 2.8. At −1521 hartree and 3 bohr the rate is about 324 and the step 0.00298, giving 0.97. An outer radius several times larger would therefore call for a smaller step there.

Sphere boundary. Band methods may impose a fixed ratio P/Q at a sphere radius R instead of decay. The condition is then θ_out(R,E) = α + mπ with fixed α. Since θ_out rises with E, each m again has at most one root. With 0 < α < π, m is the number of nodes of P inside the sphere. The lower limit E₁ does not carry over, because it used the decaying outer angle: if α lies below the barrier angle θ_b, the root with m = 0 can lie below E₁ and even below −Z². For V = −Z/r, κ = −1 and Q(R) = 0 it is −824.1 hartree for Z = 39, R = 0.1 bohr, and −1.139 hartree for Z = 1, R = 1.4 bohr.

**Finite cores and hollow wells**

The well V = −Z/√(r²+a²), with Z = 39 and a = 0.05 bohr, has a finite core and meets all the assumptions. Its lowest two levels for κ = −1 are −298.131 and −117.505 hartree, with (n_P, n_Q) = (0,0) and (1,1). For κ = +1 they are −150.303 and −72.819 hartree, with (0,1) and (1,2). The Coulomb degeneracy is gone, and the node rule remains.

The rule for Q can fail when V is not monotonic, because w may then change sign more than once. Take V = −2 exp[−(r−4)²], in hartree with r in bohr, and κ = −1. Diagonalizing (1) on a radial lattice, with P and Q on alternate points, gives a lowest level at −1.188 hartree with n_P = 0 and n_Q = 1. Near the origin V is almost zero, so w < 0 and the finite-core formula gives Q/P > 0. At infinity Q/P < 0, and since P has no node, Q must have one. The count for P survives, because it rests on w+2c² > 0. In such a potential the node number of P remains the safe label, while that of Q need not follow the rule found above.
